# Can collinear spins make a magnet ferroelectric without a spiral?

## Question

I learned magnetically induced ferroelectricity from spin spirals. Two neighbouring spins, joined by a unit vector $\hat{\mathbf e}$, give a dipole along $\hat{\mathbf e}\times(\mathbf S_i\times\mathbf S_{i+1})$. If all spins lie along one axis, the cross product vanishes. Moreover, spins are axial vectors, so inversion does not even turn them over. How, then, could a chain with collinear order such as up-up-down-down have an electric polarization? Does it need some hidden noncollinearity?

## Answer

No hidden noncollinearity is needed. The vanishing cross product switches off the spiral mechanism, which relies on spin-orbit coupling. Another depends on the scalar product $\mathbf S_i\cdot\mathbf S_{i+1}$, which is largest in size for collinear spins.

Take a straight chain of alternating ions A and B with equal spacings $b$. Without magnetic order, each ion is an inversion centre. Now let the spins order as

$$A\!\uparrow\;B\!\uparrow\;A\!\downarrow\;B\!\downarrow\;A\!\uparrow\;B\!\uparrow\cdots$$

### What happens to inversion

Inversion does leave each spin direction alone, but it moves the spins to other sites. About the first A ion, it exchanges a right neighbour that is parallel to A with a left neighbour that is antiparallel. The order is not preserved. Reversing or rotating all spins together cannot repair this, because neither changes a scalar product. The same happens at every other ion. The remaining candidates are the bond midpoints, but inversion there turns A ions into B ions. No centre survives.

This gives a criterion for when spin-orbit coupling is neglected. Suppose some inversion preserves the ion species and all products $\mathbf S_i\cdot\mathbf S_j$. The inverted spin pattern then differs from the original by at most a common rotation and a reversal of all spins. Those operations leave the polarization $P$ unchanged, while inversion changes its sign, so $P=0$.

Collinearity alone is therefore not enough. Ferromagnetic and simple up-down order on this chain keep inversion about each ion. Up-up-down-down order on a straight chain of *identical* ions keeps inversion about bond midpoints. A uniform spiral also passes the criterion, since its products depend only on the distance between the spins; its polarization needs spin-orbit coupling.

The bonds must be equivalent before the spins order. If A-B and B-A bonds already differed in the paramagnetic crystal, this chain would be polar without magnetism.

### How the spins move the ions

Let the spins be classical unit vectors, with their lengths absorbed into the exchange energy $J_1(r)$. With $c_i=\mathbf S_i\cdot\mathbf S_{i+1}$, the energy is $+J_1c_i$ per bond, so positive $J_1$ is antiferromagnetic. If $u_i$ is the displacement of ion $i$, bond $i$ stretches by $e_i=u_{i+1}-u_i$. To leading order the energy that depends on displacement is

$$E=\sum_i\left(J_1'c_ie_i+\tfrac12Ke_i^2\right),$$

where $J_1'=dJ_1/dr$ at $r=b$ and $K$ is the spring constant per bond. Keep the chain length fixed, so $\sum_ie_i=0$, and impose this with a multiplier $\lambda$:

$$J_1'c_i+Ke_i=\lambda .$$

Averaging over all bonds removes the $e_i$ term and gives $\lambda=J_1'\bar c$. Hence

$$e_i=-\frac{J_1'}{K}(c_i-\bar c).$$

Let $d$ be the mean displacement of B minus that of A. The average stretch is $+d$ on bonds with A on the left and $-d$ on bonds with B on the left. Half the difference of these averages is $d$, and $\bar c$ cancels:

$$d=-\frac{J_1'}{2K}\,(c_{AB}-c_{BA}).$$

Here $c_{AB}$ and $c_{BA}$ are the mean products on the two sets of bonds. In the order above they are $+1$ and $-1$, so

$$d_0=-\frac{J_1'}{K}.$$

If antiferromagnetic exchange weakens with distance, $J_1'<0$. Parallel bonds then lengthen and antiparallel ones shorten. Every B ion moves the same way relative to A, so the shifts add up instead of cancelling.

Give the ions effective charges $-Z$ on A and $+Z$ on B, measured from their common average. That average couples to $u_A+u_B$, which is held at zero here. In a crystal with ligands this holds only if A and B are equally stiff against the ligand frame. For charges $+2$ and $+4$, stiffnesses 10% above and below their mean already change $P$ by about 30%. With volume $\Omega$ per AB cell and no macroscopic electric field,

$$P=\frac{Zed}{\Omega}.$$

Reversing all spins leaves $c_{AB}$, $c_{BA}$ and $P$ unchanged. Reversing just the B spins changes the sign of both products and reverses $P$.

### A direct comparison with a spiral

Give successive spins the angles $0,\ \alpha,\ 180^\circ,\ 180^\circ+\alpha$, and repeat. Each A-B bond has $c_{AB}=\cos\alpha$. Each B-A bond has $c_{BA}=\cos(180^\circ-\alpha)=-\cos\alpha$. Therefore

$$d=-\frac{J_1'}{2K}(2\cos\alpha)=d_0\cos\alpha,\qquad |\mathbf S_i\times\mathbf S_{i+1}|=|\sin\alpha| .$$

At $\alpha=0$ and $180^\circ$ the spins are collinear, and the exchange-striction polarization has its largest size, with opposite signs. At $\alpha=90^\circ$ the pattern is a uniform spiral. The cross product is then largest and this polarization is zero.

### Why would such an order form?

Add a second-neighbour exchange $J_2>0$ and first restrict the spins to up or down. Describe each bond by $\tau_i=c_i=\pm1$. Since $\mathbf S_i\cdot\mathbf S_{i+2}=\tau_i\tau_{i+1}$, sharing each $J_1$ term equally between adjacent pairs of bonds gives the pair energies

$$(++):\ J_2+J_1,\qquad(--):\ J_2-J_1,\qquad(+-):\ -J_2 .$$

Up-up-down-down is the pattern in which every pair is $(+-)$. It has the lowest energy when $-J_2<J_2-|J_1|$, that is, when $J_2>|J_1|/2$.

Spins that can rotate freely prefer a spiral. For a turn $\theta$ per site the energy is $J_1\cos\theta+J_2\cos2\theta$. For $0<|J_1|<4J_2$ its minimum is at $\cos\theta=-J_1/(4J_2)$, where

$$E_{\rm spiral}=-\frac{J_1^2}{4J_2}+J_2\left(\frac{J_1^2}{8J_2^2}-1\right)=-J_2-\frac{J_1^2}{8J_2}.$$

This lies below $-J_2$, so the collinear state needs help, here from an easy-axis energy $-DS_z^2$. It gains $D$ per spin, while a uniform spiral in a plane containing the axis gains $D/2$ on average. The collinear state beats that spiral if

$$D>\frac{J_1^2}{4J_2}.$$

This condition is necessary but may not be sufficient, because a spiral can distort to gain more anisotropy energy.

### Numbers for an oxide-like chain

Take $b=0.30$ nm, $\Omega=0.24$ nm³, $J_1=J_2=D=2$ meV, $K=200$ eV/nm², $Z=1$ and $J_1\propto r^{-10}$. Then

$$J_1'=-\frac{10\times2\ \text{meV}}{0.30\ \text{nm}}=-66.7\ \text{meV/nm},\qquad d_0=\frac{0.0667}{200}\ \text{nm}=0.333\ \text{pm}.$$

Relaxing the chain with the full power law also gives 0.333 pm. The polarization is

$$P=\frac{3.33\times10^{-4}\,e\,\text{nm}}{0.24\ \text{nm}^3}=0.022\ \mu\text{C/cm}^2\quad(\text{about }220\ \mu\text{C/m}^2).$$

The anisotropy condition requires $D>0.5$ meV. With the chosen 2 meV, a numerical search over vector spins on rings of 12 and 24 sites found no state below the collinear energy of $-4$ meV per spin. That supports the choice but does not prove it for every chain length.

Inserting $e_i=-J_1'c_i/K$ in the energy gives a lattice gain of $J_1'^2/(2K)=0.011$ meV per bond. This is far below $J_1$ and $J_2$: in this example exchange and anisotropy select the order, and the ions follow.

### How this compares with real materials

These are round values in the rough regime of collinear up-up-down-down transition-metal oxides, not a fit to one compound. Measured polarizations in this family span orders of magnitude, from below 0.01 μC/cm² to several tenths of a μC/cm² or more, so the result has a plausible but modest size. One assumption that matters for the number is that the charge moves only with the ions. Electrons can also shift while the ions stay fixed. In a model with one orbital per ion, virtual hopping $t$ is blocked on parallel bonds and allowed on antiparallel ones. For transfer energies of 3 and 5 eV in the two directions, the net charge moved is

$$t^2\left(\frac1{3^2}-\frac1{5^2}\right)\text{eV}^{-2}=5.3\times10^{-4},\qquad t=87\ \text{meV},$$

in units of $e$. The hopping is fixed by requiring the energy difference between antiparallel and parallel bonds to be $2J_1$. Multiplying the charge by $eb/\Omega$ gives 0.011 μC/cm², about half the ionic part. It may add or subtract, so on this estimate the total is about 0.03 or about 0.01 μC/cm². In real oxides exchange also depends on bond angles through the ligands, and buckled bonds can make even identical magnetic ions polar.

**Zero-point motion.** Treat the relative motion of A and B as one independent oscillator per cell, with a reduced mass of 28 u. Its rms amplitude is then 5.5 pm, much larger than the 0.33 pm shift. This does not erase $P$: in a harmonic lattice with linear coupling, the mean displacement is still force divided by stiffness. Averaging the curved $J_1(r)$ over this motion changes its slope by about 2% in this estimate. With all phonons of the chain included, the bond length fluctuates by about 6.2 pm and the change is about 3%.

**Electric fields.** With open electrodes and an electronic permittivity of 5, the depolarizing field reduces the shift by about 4%. This leaves out screening by the other ions of a real oxide; a background permittivity of 15 to 25 would lower the figure to about 1%. An applied 0.1 MV/cm adds 0.025 pm along the field, some 7.5% of the spontaneous shift. The same field gains just 0.0067 meV per cell when $P$ reverses. By the pair energies above, which keep every spin up or down, the cheaper wall between opposite polarizations, a $(--)$ pair, costs $2J_2-J_1=2$ meV. A reversed segment must therefore span at least about 600 cells to pay for two walls.

**Temperature.** An isolated chain is not a ferroelectric at any temperature above zero, because such walls cost finite energy. Keep the spins restricted to up or down. For $k_BT\ll J_2$ and $k_BT\ll 2J_2-J_1$, the distance over which the polar pattern persists is then, in bonds,

$$\xi\approx\frac{1}{e^{-(2J_2-J_1)/k_BT}+e^{-(2J_2+J_1)/k_BT}},$$

the inverse of the summed Boltzmann weights of the two wall types. At 5 K, where $k_BT=0.431$ meV, this is about 100 bonds, or 30 nm. This value holds only for spins fixed up or down. The spins next to a wall feel no net exchange field and tilt easily, which makes walls more frequent. For classical spins free to tilt, with $D=2$ meV, the distance at 5 K is only about 17 bonds, or 5 nm. Long-range polarization at finite temperature needs coupling between chains, which this model leaves out.

So $\mathbf S_i\times\mathbf S_{i+1}=0$ tells you that the spiral mechanism is absent. To decide whether $P$ must vanish, look for an inversion centre that preserves the ions and also the spin pattern, if necessary after a reversal of all spins. If there is one, $P=0$. If there is none, $P$ is allowed unless another symmetry, such as a pair of crossing rotation axes, forbids it. The numerical output below lists the exchange-striction polarization and the mean cross product as the B spins turn from one collinear state to the other.

## Table of computed values

```
A-B spacing b = 0.30 nm; cell volume = 0.24 nm^3
J1 = 2.0 meV; J2 = 2.0 meV; D = 2.0 meV
exchange power = 10; K = 200 eV/nm^2; Z = 1.0
exchange slope J1' = -66.67 meV/nm
up-up-down-down: c_AB = 1.0, c_BA = -1.0
shift from formula = 0.3333 pm
shift from full relaxation = 0.3334 pm
shift, all spins reversed = 0.3334 pm
shift, only B spins reversed = -0.3334 pm
dipole per AB cell = 3.334e-04 e nm
ionic polarization = 0.0223 uC/cm2 = 223 uC/m2
lattice energy gain = 0.0111 meV per bond
B-spin angle (deg), P (uC/cm2), mean |S x S|:
    0    0.0223  0.000
   45    0.0157  0.707
   90    0.0000  1.000
  135   -0.0157  0.707
  180   -0.0223  0.000
Ising ground states on a ring of 12 = 4
D = 0: uniform spiral formula = -2.2500 meV per spin
D = 0: lowest state found = -2.2497 meV per spin
D = 0: up-up-down-down = -2.0000 meV per spin
necessary D against uniform spiral = 0.50 meV
chosen D: up-up-down-down = -4.0000 meV per spin
chosen D: lowest state found = -4.0000 meV per spin
charge-transfer energies = 3.0 and 5.0 eV
hopping that gives J1 = 86.6 meV
net charge transferred = 5.31e-04 e
electronic polarization, size = 0.0106 uC/cm2
electronic / ionic size = 0.48
reduced mass = 28 u; polar phonon = 24.4 meV
zero-point rms amplitude = 5.53 pm
zero-point change of exchange slope = 2.3 %
lattice susceptibility = 0.188; eps_inf = 5.0
open-circuit / short-circuit shift = 0.964
open-circuit depolarizing field = 0.048 MV/cm
applied field = 0.10 MV/cm
field-induced extra shift = 0.0250 pm
field energy to reverse P = 0.00667 meV per cell
polar wall energy = 2.00 meV
cells whose reversal pays for two walls = 600
temperature = 5.0 K; kT = 0.431 meV
polar correlation length = 104 bonds = 31 nm
```
